# Conductance Powers of Wire, Sheet-Edge and Bulk Tunnel Junctions

## Result and conditions

Let $\Delta=E_v-E_c$ be the energy by which the valence-band edge $E_v$ on the p side of a tunnel junction lies above the conduction-band edge $E_c$ on the n side. For $\Delta>0$, the zero-temperature, zero-bias conductance is

$$
\begin{aligned}
\text{wire:}\quad & G=G_0T &&\propto\Delta^0,\\
\text{sheet edge:}\quad & \frac{G}{W}=G_0T\,\frac{\sqrt{m_<\Delta}}{\pi\hbar} &&\propto\Delta^{1/2},\\
\text{bulk:}\quad & \frac{G}{A}=G_0T\,\frac{m_<\Delta}{4\pi\hbar^2} &&\propto\Delta^{1}.
\end{aligned}
$$

Here $G_0=2e^2/h$, $W$ is the length of the junction line in the sheet, $A$ is the junction area, and $m_<$ is the smaller of the conduction mass $m_c$ and the valence mass $m_v$. For $\Delta<0$ all three conductances vanish, so power zero means a step at $\Delta=0$.

The assumptions are:

- Tunnelling is coherent and conserves the wavevector $k_t$ parallel to the junction.
- Each side has one isotropic parabolic band with spin degeneracy two. In the wire this is one subband per side, and the edges include the confinement energy.
- The transmission probability $T$ is the same for every open mode and every $\Delta$.
- The Fermi level lies at mid-overlap, $E_F=(E_c+E_v)/2$.

The constancy of $T$ is a strong assumption, and a two-band calculation below shows how it fails in one example.

## From k-space to a count of modes

Take $x$ across the junction, $e>0$, and count current as positive in the direction set by the bias. In $d$ dimensions the n side has $2\,d^dk/(2\pi)^d$ states per unit volume, the 2 being for spin. Those with velocity $v_x>0$ towards the junction reach it and cross with probability $T$; the $k_x$ integral below runs over these states only. The reverse process at the same energy and $k_t$ has the same probability, so the net current depends on the difference of the occupations $f_n$ and $f_p$. Per unit junction cross-section,

$$
I=2e\int\!\frac{d^{d-1}k_t}{(2\pi)^{d-1}}\int\!\frac{dk_x}{2\pi}\,v_x\,T\,|f_n-f_p| .
$$

At fixed $k_t$, $v_x=\hbar^{-1}\partial E/\partial k_x$, hence $v_x\,dk_x=dE/\hbar$. The velocity cancels the longitudinal density of states. With $2\pi\hbar=h$,

$$
I=\frac{2e}{h}\,T\int M(E)\,|f_n-f_p|\,dE ,
$$

where $M(E)$ is the number of transverse modes that propagate on both sides at energy $E$.

Bias also changes the overlap. Let each Fermi level stay fixed to its own band edge. A reverse bias $V$ then raises the p side by $eV$, the overlap becomes $\Delta+eV$, and at zero temperature the occupations differ by one in a window of width $eV$:

$$
I=\frac{2e}{h}T\int_{E_F}^{E_F+eV}M(E;\Delta+eV)\,dE .
$$

For $\Delta>0$, $M$ is continuous at mid-overlap. As $V\to0$ the integral tends to $eV\,M(E_F;\Delta)$; the change of $M$ with bias multiplies a window that itself vanishes, so it does not enter at first order. Dividing by $V$,

$$
G=G_0\,T\,M(E_F).
$$

## Which modes are open

On the two sides,

$$
E=E_c+\frac{\hbar^2(k_x^2+k_t^2)}{2m_c},\qquad
E=E_v-\frac{\hbar^2(k_x'^2+k_t^2)}{2m_v}.
$$

The longitudinal wavevectors may differ, but $k_t$ is common. Propagation requires $k_x^2>0$ and $k_x'^2>0$, so

$$
\frac{\hbar^2k_t^2}{2m_c}<E-E_c,\qquad
\frac{\hbar^2k_t^2}{2m_v}<E_v-E .
$$

At mid-overlap both right-hand sides equal $\Delta/2$. The lighter band is more restrictive, because a given $k_t$ costs more energy there:

$$
k_{\max}^2=\frac{2m_<}{\hbar^2}\frac{\Delta}{2}=\frac{m_<\Delta}{\hbar^2}.
$$

A wire has one mode. In a sheet the allowed $k_t$ are spaced by $2\pi/W$ on the interval from $-k_{\max}$ to $k_{\max}$. In bulk each mode occupies $(2\pi)^2/A$ in a disc of radius $k_{\max}$. Therefore

$$
M=1,\qquad
\frac MW=\frac{2k_{\max}}{2\pi}=\frac{k_{\max}}{\pi},\qquad
\frac MA=\frac{\pi k_{\max}^2}{(2\pi)^2}=\frac{k_{\max}^2}{4\pi}.
$$

Inserting $k_{\max}$ gives the three laws. The power is $(d-1)/2$, since $k_{\max}\propto\Delta^{1/2}$ and there are $d-1$ transverse directions.

A test summed the k-space current directly, with explicit velocities, $m_c=0.04\,m_0$, $m_v=0.08\,m_0$, and the average of the chord conductances $I/V$ at $+5$ and $-5$ mV. Over overlaps of 0.05, 0.1 and 0.2 eV the fitted powers were 0.000, 0.501 and 1.000, and the conductances agreed with the formulas within 1%.

## Fermi level away from mid-overlap

If $E_F-E_c=\alpha\Delta$ with fixed $0<\alpha<1$, then

$$
k_{\max}^2=\frac{2\Delta}{\hbar^2}\min[\alpha m_c,(1-\alpha)m_v].
$$

The powers survive and the prefactors change.

If instead $E_F$ stays a fixed energy $\eta$ above $E_c$, equal masses $m$ give $k_{\max}^2=(2m/\hbar^2)\min(\eta,\Delta-\eta)$. There are no open modes for $\Delta<\eta$, and the conductance stops growing for $\Delta>2\eta$. With $\eta=0.02$ eV, the k-space sum gives the same bulk conductance at 0.1 and 0.2 eV, a ratio of 1.000. An implementation must therefore specify how the Fermi level moves when the overlap is changed.

## Worked numbers

Take a gap $E_g=0.30$ eV, both masses $m=0.04\,m_0$, a junction field $F=1$ MV/cm $=0.1$ V/nm, and $\Delta=0.10$ eV. With $\hbar^2/m_0=0.07620$ eV nm²,

$$
k_{\max}=\sqrt{\frac{0.04\times0.10}{0.07620}}=0.2291\ \text{nm}^{-1}.
$$

This gives $k_{\max}/\pi=72.93$ modes per µm of sheet edge and $k_{\max}^2/4\pi=4177$ modes per µm² of bulk junction. The two-band formula derived below gives $T=0.2665$ at $k_t=0$, and this value is used for all modes. With $G_0=77.48$ µS,

$$
\begin{aligned}
G&=77.48\times0.2665=20.65\ \text{µS},\\
G/W&=20.65\times72.93\approx1506\ \text{µS/µm},\\
G/A&=20.65\times4177\ \text{µS/µm}^2\approx86.3\ \text{mS/µm}^2 .
\end{aligned}
$$

The sheet and bulk laws need many modes. A sheet edge 100 nm long has about seven, so in this zero-temperature, constant-$T$ model its conductance rises in visible steps; at 300 K they are smeared out. Diagonalizing a hard-wall transverse Hamiltonian of width 1 µm gives 72 sheet modes. A square of side 1 µm gives 4101 modes, 1.8% below the area formula. Most of that deficit is a boundary term. Hard-wall modes are pairs of positive integers inside a quarter disc of radius $R=k_{\max}W/\pi=72.93$; excluding the axes removes about $R/2$ along each, leaving $4177-73=4104$.

## Finite bias

For equal masses in bulk, let $\varepsilon=E-E_c$ and $u=eV>0$. In reverse bias

$$
\frac{M}{A}=\frac{m}{2\pi\hbar^2}\min(\varepsilon,\Delta+u-\varepsilon),
\qquad \frac\Delta2<\varepsilon<\frac\Delta2+u .
$$

The minimum rises linearly from $\Delta/2$ at one end of the window to $\Delta/2+u/2$ at its centre, then falls back. Its average is $\Delta/2+u/4$. Dividing by the zero-bias value $\Delta/2$ gives the factor for the chord conductance,

$$
r_{\rm rev}=1+\frac{u}{2\Delta}.
$$

In forward bias of magnitude $V$ the overlap is $\Delta-u$ and the window runs from $\Delta/2-u$ to $\Delta/2$. The minimum is $\Delta/2-u$ at the ends and $\Delta/2-u/2$ at the centre, with average $\Delta/2-3u/4$. Thus

$$
r_{\rm for}=1-\frac{3u}{2\Delta},\qquad u\le\Delta/2 .
$$

At 10 mV the factors are 1.05 and 0.85. Both tend to one as $V\to0$.

## Finite temperature

Write $\theta$ for the thermal energy and $\varepsilon=E-E_F$. In linear response

$$
G=G_0T\int M\left(-\frac{\partial f}{\partial E}\right)dE,\qquad
-\frac{\partial f}{\partial E}=\frac{1}{4\theta\cosh^2(\varepsilon/2\theta)} .
$$

This is the derivative of $g(\varepsilon)=\tfrac12\tanh(\varepsilon/2\theta)$. In the wire $M=1$ for $|\varepsilon|<\Delta/2$, so the conductance is multiplied by

$$
r_1=g(\Delta/2)-g(-\Delta/2)=\tanh\frac{\Delta}{4\theta}.
$$

In bulk with equal masses, $M(\varepsilon)/M(0)=1-2|\varepsilon|/\Delta$. Integrating by parts,

$$
\begin{aligned}
r_3&=2\int_0^{\Delta/2}\left(1-\frac{2\varepsilon}{\Delta}\right)g'\,d\varepsilon\\
&=2\left[\left(1-\frac{2\varepsilon}{\Delta}\right)g\right]_0^{\Delta/2}
+\frac4\Delta\int_0^{\Delta/2}g\,d\varepsilon
=\frac{4\theta}{\Delta}\ln\cosh\frac{\Delta}{4\theta}.
\end{aligned}
$$

The bracket vanishes because its first factor is zero at $\Delta/2$ and $g(0)=0$. The sheet factor $r_2$ has $\sqrt{1-2|\varepsilon|/\Delta}$ in the integrand and is found by quadrature.

At 300 K, $\theta=25.85$ meV and the example gives $r_1=0.747$, $r_2=0.538$ and $r_3=0.423$. For $\Delta\ll4\theta$ the thermal weight is nearly $1/4\theta$ across the whole overlap, and the factors become $\Delta/4\theta$, $\Delta/6\theta$ and $\Delta/8\theta$. Each conductance then gains one power of $\Delta$: the thermal threshold powers are 1, 3/2 and 2, still with constant $T$.

## Transmission in a two-band model

Measure the local energy $\varepsilon$ from midgap. A symmetric two-band model has

$$
H=\hbar v k_x\sigma_x+\hbar v k_t\sigma_y+\frac{E_g}{2}\sigma_z,
\qquad
\varepsilon^2=\left(\frac{E_g}{2}\right)^2+\hbar^2v^2(k_x^2+k_t^2).
$$

Near an edge, $|\varepsilon|-E_g/2\approx\hbar^2v^2k^2/E_g$. Equating this to $\hbar^2k^2/2m$ gives $v=\sqrt{E_g/2m}$. With $E_t=\hbar^2k_t^2/2m$, the transverse motion enlarges the half-gap to $\Lambda$:

$$
\Lambda^2=\left(\frac{E_g}{2}\right)^2+E_gE_t .
$$

In a uniform field $\varepsilon=eFx$, and inside the gap $k_x=i\kappa$ with $\hbar v\kappa=\sqrt{\Lambda^2-(eFx)^2}$. The area under this half-ellipse gives the semiclassical exponent

$$
2\int\kappa\,dx=\frac{2}{\hbar v\,eF}\,\frac{\pi\Lambda^2}{2}
=\frac{\pi\Lambda^2}{\hbar v\,eF}.
$$

The prefactor is one. The field drives $\hbar k_x$ at the rate $eF$, which makes this a linear level crossing with coupling $\Lambda$ and energy-difference rate $2veF$. The Landau–Zener probability $\exp[-2\pi\Lambda^2/(\hbar\cdot2veF)]$ is the same exponential:

$$
T(E_t)=\exp\left[-\frac{\pi(E_g^2/4+E_gE_t)}{\hbar v\,eF}\right].
$$

For the example $\hbar v=\sqrt{0.15\times0.07620/0.04}=0.5346$ eV nm, so $T(0)=\exp[-\pi(0.0225)/(0.05346)]=0.2665$.

Transverse energy reduces $T$ by $e^{-E_t/E_d}$, with $E_d=\hbar v\,eF/(\pi E_g)=56.7$ meV. Bulk modes are uniformly distributed in $E_t$, because $k_t\,dk_t\propto dE_t$. Averaging up to $\Delta/2$ gives

$$
\frac{1-e^{-x}}{x}=0.665,\qquad x=\frac{\Delta}{2E_d}.
$$

Nonparabolicity acts the other way. At mid-overlap $|\varepsilon|=(E_g+\Delta)/2$ in each lead. Setting $k_x=0$ gives the largest $E_t=(\Delta/2)(1+\Delta/2E_g)$, so the number of bulk modes is 1.167 times the parabolic count.

## Why the ideal step is rounded

Now join flat leads to a region of uniform field with length $L=(E_g+\Delta)/(eF)$, which is 4.0 nm at $\Delta=0.1$ eV. For $k_t=0$, where $\Lambda=E_g/2$, the two components obey

$$
\psi_1'=\frac{i(\varepsilon+\Lambda)}{\hbar v}\psi_2,\qquad
\psi_2'=\frac{i(\varepsilon-\Lambda)}{\hbar v}\psi_1 .
$$

Let $p=\hbar vk_x$ denote the positive root in the leads, $p=\sqrt{\varepsilon^2-\Lambda^2}\approx\sqrt{\Lambda\Delta}$ for small $\Delta$. The flux is proportional to $2\,{\rm Re}(\psi_1^*\psi_2)$.

The transmitted wave in the conduction lead is approximately $(1,p/2\Lambda)$, with flux $p/\Lambda$. In the valence lead the incident and reflected waves are $(\pm\Delta/2p,1)$, with flux magnitude $\Delta/p$. Carried back through the field region, the transmitted wave arrives with first component $c$ as $\Delta\to0$. Matching amplitudes $a$ and $b$ gives

$$
(a-b)\frac{\Delta}{2p}=c,\qquad a+b=\text{finite}
\quad\Rightarrow\quad a\approx\frac{cp}{\Delta}.
$$

The constant $c$ is not zero. With $\psi_2=iw$ and $|\varepsilon|<\Lambda$, the equations become $w'=-(\Lambda-\varepsilon)\psi_1/\hbar v$ and $\psi_1'=-(\Lambda+\varepsilon)w/\hbar v$. Starting from $(\psi_1,w)=(1,0)$ on the right, both grow towards the left, so $c>1$. Hence

$$
T\approx\frac{p/\Lambda}{(cp/\Delta)^2(\Delta/p)}
=\frac{\Delta}{\Lambda c^2}.
$$

The transmission vanishes linearly at threshold. For $k_t\ne0$ the leading dependence is $\Delta-2E_t$ in place of $\Delta$, so the sheet and bulk conductances also gain one power. In this junction the zero-temperature threshold powers are 1, 3/2 and 2.

The numerical scattering solution gives a wire power of 0.995 between 0.5 and 1 meV. With leads far from the band edges, at $\Delta=3$ eV, it agrees with the uniform-field formula within 1% for $E_t=0$ and 0.05 eV.

With the field held fixed, the ratios of the full two-band conductance to the constant-$T$ laws are:

| $\Delta$ (eV) | wire | sheet | bulk |
|---:|---:|---:|---:|
| 0.02 | 0.350 | 0.236 | 0.179 |
| 0.10 | 1.105 | 0.752 | 0.586 |
| 0.20 | 1.330 | 0.861 | 0.659 |

The wire ratios above one show that the uniform-field $T$ is not an upper bound for this finite junction. Near 0.1 eV the local powers are 0.46, 0.95 and 1.46, instead of 0, 0.5 and 1. A measured power alone therefore does not identify the dimensionality.

## Electrostatics and real devices

A mid-overlap Fermi level fixes the carrier density. For equal masses and parabolic bands at zero temperature, the Fermi wavevector in each bulk lead is $k_{\max}$ (nonparabolicity and thermal occupation at 300 K raise the density), so $n=k_{\max}^3/(3\pi^2)=4.1\times10^{17}$ cm⁻³. Suppose equal, fully ionized doping of this density supplied the junction field by itself. With depletion width $w$ per side and permittivity $\epsilon$, the peak field is $F_p=enw/\epsilon$. The two triangular halves of the field profile give a total potential drop $U=F_pw$, so

$$
F_p=\sqrt{\frac{enU}{\epsilon}} .
$$

For $U=(E_g+\Delta)/e=0.40$ V and relative permittivity 15, $F_p=0.14$ MV/cm. The uniform-field formula at this peak field gives $T\approx8\times10^{-5}$, over three thousand times below the assumed value. At this density the estimate is too high: the field falls away from the junction plane, which widens the barrier and lowers $T$ to about $7\times10^{-6}$. The result is sensitive to the density. With the two-band dispersion and 300 K occupation, $n\approx8\times10^{17}$ cm⁻³ and $F_p\approx0.20$ MV/cm, and the depletion profile gives $T\approx2\times10^{-4}$, still about a thousand times below the assumed value. For these parameters, gates or extra doping at the junction must supply the 1 MV/cm field.

The gap and field are rough values for a narrow-gap III–V tunnel transistor. The equal masses are an idealization, and $0.04\,m_0$ is about twice the bulk conduction mass at such a gap (InAs has $0.023\,m_0$ at 0.35 eV); a mass near $0.02\,m_0$ would raise $T(0)$ to about 0.4 and lower the mode counts. Such devices carry, very roughly, 10 to 100 µA/µm at a few tenths of a volt. The 1506 µS/µm found here is a zero-bias value and should not be multiplied by such a voltage. In a transistor the gate largely sets the overlap, so the current saturates once the bias window covers it. With $\Delta$ fixed, the number of sheet modes averages two thirds of its mid-overlap value over the whole overlap, so the ideal current is at most $1506\times0.10\times2/3\approx100$ µA/µm.

Two corrections to the zero-bias conductance have known sizes for the sheet example: 300 K smearing alone multiplies the conductance by 0.54, and the full two-band calculation alone, which changes both the transmission and the number of modes, multiplies it by 0.75. A weaker junction field can matter far more, as the doping estimate shows. Contact resistance, heavy holes, phonons, band tails, disorder and self-consistent charge are not included, so the model does not predict the current of a real device. The numerical output below lists the values used.

## Table of computed values

```
gap = 0.30 eV; both masses = 0.04 m0
field = 1.00 MV/cm; overlap = 0.10 eV
relative permittivity = 15
hbar^2/m0 = 0.07620 eV nm^2
hbar times band velocity = 0.5346 eV nm
conductance quantum 2e^2/h = 77.481 uS
constant transmission T = 0.2665
largest transverse wavevector = 0.2291 1/nm
sheet modes = 72.93 per um
bulk modes = 4177.3 per um^2
diagonalized count, 1 um sheet = 72
diagonalized count, 1 um square = 4101
wire conductance = 20.65 uS
sheet-edge conductance = 1506.0 uS/um
bulk conductance = 86.26 mS/um^2
power from k-space sum, wire = 0.000
power from k-space sum, sheet = 0.501
power from k-space sum, bulk = 1.000
pinned Fermi level: 0.02 eV above conduction edge
pinned bulk G(0.2 eV)/G(0.1 eV) = 1.000
bias for chord conductance = 10 mV
bulk factor, reverse bias = 1.050
bulk factor, forward bias = 0.850
thermal energy at 300 K = 25.85 meV
300 K factor, wire = 0.747
300 K factor, sheet = 0.538
300 K factor, bulk = 0.423
transverse decay energy = 56.7 meV
bulk factor from transverse damping = 0.665
bulk factor from nonparabolicity = 1.167
field-region length = 4.00 nm
full two-band / constant-T conductance:
 D=0.02 eV: wire 0.350, sheet 0.236, bulk 0.179
 D=0.05 eV: wire 0.731, sheet 0.497, bulk 0.382
 D=0.10 eV: wire 1.105, sheet 0.752, bulk 0.586
 D=0.20 eV: wire 1.330, sheet 0.861, bulk 0.659
full wire transmission at 0.1 eV = 0.2945
full local power near 0.1 eV, wire = 0.461
full local power near 0.1 eV, sheet = 0.946
full local power near 0.1 eV, bulk = 1.458
full wire power, 0.5 to 1 meV = 0.995
carrier density per side = 4.06e+17 cm^-3
peak field from that doping = 0.140 MV/cm
T at that peak field = 7.9e-05
```
